# Ballistic Conductance of a Copper–Liner Interface as a Free-Electron Step: verification in Python

```python
# Result under test: ballistic conductance per area of a free-electron step,
#   G = (e^2/h) 2 lo^3 (2 hi + lo) / (3 pi (hi + lo)^2),
# where lo and hi are the smaller and larger Fermi wavevectors of the two
# metals. Parallel momentum is conserved; states with parallel wavevector
# above lo are totally reflected. Both spins are included.
# Internal units: nm, eV, siemens, ohm. Wavevectors are in 1/nm.
import numpy as np
from scipy import constants as C
from scipy.stats import unitary_group

E2H = C.e**2 / C.h                                  # siemens
KIN = C.hbar**2 / (2 * C.m_e) / C.e * 1e18          # hbar^2/2m, eV nm^2


def step_conductance(ka, kb):
    lo, hi = np.minimum(ka, kb), np.maximum(ka, kb)
    return E2H * 2 * lo**3 * (2 * hi + lo) / (3 * np.pi * (hi + lo)**2)


def sharvin(k):
    return E2H * k**2 / (2 * np.pi)


def step_transmission(kpar, ka, kb):
    p = np.sqrt(ka**2 - kpar**2)
    q = np.sqrt(kb**2 - kpar**2)
    return 4 * p * q / (p + q)**2


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def mode_nodes(k_from, k_to, n=160):
    # Nodes in parallel wavevector; weights give conductance per area.
    phi, w = gauss(np.arcsin(k_from / k_to), np.pi / 2, n)
    kpar = k_to * np.sin(phi)
    return kpar, E2H / np.pi * kpar * k_to * np.cos(phi) * w


def mesh_scatter(kpar, ksq, h):
    # Discretised Schroedinger equation, wave incident from the left.
    # ksq holds 2m(E-V)/hbar^2 on each site; its ends set the two leads.
    def phase(k2):
        return 2 * np.arcsin(h * np.sqrt(k2 - kpar**2 + 0j) / 2)
    th_l, th_r = phase(ksq[0]), phase(ksq[-1])
    psi = np.ones_like(th_r)
    psi_next = np.exp(1j * th_r)
    for k2 in ksq[::-1]:
        psi, psi_next = (2 - h**2 * (k2 - kpar**2)) * psi - psi_next, psi
    z = np.exp(1j * th_l)
    incident = (psi - z * psi_next) / (1 / z - z)
    reflected = psi_next - incident
    trans = np.sin(th_r).real / np.sin(th_l).real / abs(incident)**2
    return trans, abs(reflected / incident)**2


def sharp_mesh(kpar, ka, kb):
    return mesh_scatter(kpar, np.array([ka**2] * 3 + [kb**2] * 3), 5e-4)


def flux_conductance(ka, kb, window=1e-5):
    # Current of all right-moving states in an energy window, over voltage.
    # The window (eV) must be small against the shallower band depth.
    k_nodes, k_weights = gauss(ka, np.sqrt(ka**2 + window / KIN), 3)
    current = 0.0
    for k, wk in zip(k_nodes, k_weights):
        k_other = np.sqrt(kb**2 + k**2 - ka**2)
        mu_c2 = max(0.0, 1 - (k_other / k)**2)
        s, ws = gauss(0, 1, 120)
        mu = np.sqrt(mu_c2 + (1 - mu_c2) * s**2)    # cosine of incidence
        dmu = (1 - mu_c2) * s / mu * ws
        trans = sharp_mesh(k * np.sqrt(1 - mu**2), k, k_other)[0]
        speed = C.hbar * k * 1e9 / C.m_e * 1e9      # nm/s
        states = 2 / (2 * np.pi)**3 * 2 * np.pi * k**2 * wk
        current += C.e * states * np.sum(speed * mu * trans * dmu)
    return current / window


# Model inputs: rough copper / tantalum-type liner regime
E_CU, E_LINER = 7.0, 4.0            # eV, band depth below Fermi level
A_CU, A_TA = 0.36, 0.33             # nm, rough cubic lattice constants
THICK, RHO = 2.0, 200.0             # nm, micro-ohm cm
SIDE, TEMP = 20.0, 378.0            # nm, K
J_USE = 5.0                         # MA/cm2
STEP_W, MASS = 0.05, 1.5            # nm, liner mass in electron masses

k1, k2 = np.sqrt(E_CU / KIN), np.sqrt(E_LINER / KIN)
x = k2 / k1
G, G1, G2 = step_conductance(k1, k2), sharvin(k1), sharvin(k2)
open_k, open_w = mode_nodes(0, k2)
closed_k, closed_w = mode_nodes(k2, k1)

# Transmission, total reflection and conductance from the wave equation
t_mesh, r_mesh = sharp_mesh(open_k, k1, k2)
assert np.max(abs(t_mesh - step_transmission(open_k, k1, k2))) < 1e-3
assert np.max(abs(t_mesh + r_mesh - 1)) < 1e-6
t_closed, r_closed = sharp_mesh(closed_k, k1, k2)
assert np.max(abs(r_closed - 1)) < 1e-6 and np.max(abs(t_closed)) < 1e-9
G_flux = flux_conductance(k1, k2)
for ka, kb in [(k1, k2), (k2, k1), (k1, 0.2 * k1), (k1, k1)]:
    # finite energy window and mesh spacing limit the agreement
    assert abs(flux_conductance(ka, kb) / step_conductance(ka, kb) - 1) < 5e-4

# Sum over discrete transverse modes of a wide periodic cross-section
wide = 200.0
n = np.arange(-int(k2 * wide / 6) - 1, int(k2 * wide / 6) + 2)
kp = 2 * np.pi / wide * np.hypot(n[:, None], n[None, :])
G_sum = 2 * E2H * step_transmission(kp[kp < k2], k1, k2).sum() / wide**2
assert abs(G_sum / G - 1) < 2e-3

# Mean transmission, and its linear fall for a weak step
t_bar = 4 * x * (2 + x) / (3 * (1 + x)**2)
assert abs(np.sum(open_w * t_mesh) / np.sum(open_w) - t_bar) < 1e-3
weak = 1e-3
kw, ww = mode_nodes(0, 1 - weak, 400)
slope = np.sum(ww * (1 - step_transmission(kw, 1, 1 - weak))) / ww.sum() / weak
assert abs(slope - 1 / 3) < 1e-3

# Added resistance per interface: bounce sum with a randomising liner
poly = 3 + 5 * x + 6 * x**2 + 2 * x**3
R_x = (1 - x) * poly / (4 * x**3 * (2 + x) * G1)
inside, G_stack = np.sum(open_w * t_mesh), 0.0
for bounce in range(200):
    per_mode = inside * open_w / open_w.sum()
    leaving = np.sum(per_mode * t_mesh)
    if bounce % 2 == 0:
        G_stack += leaving
    inside -= leaving
assert abs((1 / G_stack - 1 / G1) / 2 / R_x - 1) < 5e-3

# Diffuse limit: random unitary scattering between 28 and 16 modes
rng = np.random.default_rng(7)
total = [np.sum(abs(unitary_group.rvs(44, random_state=rng)[:16, 16:])**2)
         for _ in range(200)]
assert abs(np.mean(total) / (28 * 16 / 44) - 1) < 0.01
G_diff = G1 * G2 / (G1 + G2)
R_x_diff = 1 / G_diff - (1 / G1 + 1 / G2) / 2

# Neglected effects: graded step
h = 0.002
z = np.arange(-15 * STEP_W, 15 * STEP_W, h)
graded = k1**2 + (k2**2 - k1**2) / (1 + np.exp(-z / STEP_W))
G_graded = np.sum(open_w * mesh_scatter(open_k, graded, h)[0])
assert G < G_graded < G2


def mass_conductance(mass):
    # Solve continuity of psi and psi'/mass for the two amplitudes.
    va = np.sqrt(k1**2 - open_k**2)
    vb = np.sqrt(k2**2 - open_k**2) / mass
    one = np.ones_like(va)
    mat = np.stack([np.stack([-one, one], -1), np.stack([va, vb], -1)], -2)
    rhs = np.stack([one, va], -1)[..., None]
    t_amp = np.linalg.solve(mat, rhs)[:, 1, 0]
    return np.sum(open_w * vb / va * t_amp**2)


assert abs(mass_conductance(1.0) / G - 1) < 1e-6
G_mass = mass_conductance(MASS)

# Temperature, tunnelling of closed modes, finite via width
kT = C.k * TEMP / C.e
u = np.linspace(-30, 30, 4001)
thermal = 1 / (4 * np.cosh(u / 2)**2)
G_u = step_conductance(np.sqrt(k1**2 + u * kT / KIN),
                       np.sqrt(k2**2 + u * kT / KIN))
G_hot = np.sum(thermal * G_u) / np.sum(thermal)
slab = np.array([k1**2] * 3 + [k2**2] * round(THICK / h) + [k1**2] * 3)
G_tunnel = np.sum(closed_w * mesh_scatter(closed_k, slab, h)[0])
m = np.arange(1, int(k2 * SIDE / np.pi) + 2)
kv = np.pi / SIDE * np.hypot(m[:, None], m[None, :])
G_via = 2 * E2H * step_transmission(kv[kv < k2], k1, k2).sum()

# Liner bulk, in ohm nm2, and its mean free path
R_bulk = RHO * 10 * THICK                           # 1 uohm cm = 10 ohm nm
n1, n2 = k1**3 / (3 * np.pi**2), k2**3 / (3 * np.pi**2)
mfp = C.hbar * k2 * 1e9 / (n2 * 1e27 * C.e**2 * RHO * 1e-8) * 1e9

# Same conductance evaluated directly in Gaussian units
e_esu, h_cgs = C.e * C.c * 10, C.h * 1e7
a, b = k2 * 1e7, k1 * 1e7
G_gauss = e_esu**2 / h_cgs * 2 * a**3 * (2*b + a) / (3*np.pi*(a + b)**2)
assert abs(G_gauss / (G * 1e14 * C.c**2 * 1e-5) - 1) < 1e-9


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


RA = 0.01                                          # ohm nm2 to 1e-12 ohm cm2
show("Copper band depth", E_CU, "eV")
show("Liner band depth", E_LINER, "eV")
show("Potential step", E_CU - E_LINER, "eV")
show("Copper Fermi wavevector k1", k1, "1/nm")
show("Liner Fermi wavevector k2", k2, "1/nm")
show("Ratio x = k2/k1", x, "")
show("Carriers per copper atom (rough a = 0.36 nm)", n1 * A_CU**3 / 4, "", ".2f")
show("Carriers per Ta atom (rough a = 0.33 nm)", n2 * A_TA**3 / 2, "", ".2f")
show("Critical angle in copper", np.degrees(np.arcsin(x)), "degrees")
show("Shortest evanescent decay length", 1 / np.sqrt(k1**2 - k2**2), "nm")
show("Copper modes totally reflected", 100 * (1 - x**2), "%")
show("Copper modes lost by partial reflection", 100 * x**2 * (1 - t_bar), "%")
show("Copper modes transmitted, G/G_S1", 100 * G / G1, "%")
show("Mean transmission of matched modes", t_bar, "")
show("Normal-incidence reflection", ((1 - x) / (1 + x))**2, "")
show("Weak-step slope of mean reflection", slope, "")
show("Sharvin conductance copper G_S1", G1 * 1e14, "S/cm2")
show("Sharvin conductance liner G_S2", G2 * 1e14, "S/cm2")
show("Interface conductance G, closed form", G * 1e14, "S/cm2", ".5g")
show("Interface conductance G, mesh and flux", G_flux * 1e14, "S/cm2", ".5g")
show("Interface conductance G, mode sum", G_sum * 1e14, "S/cm2", ".5g")
show("Interface conductance G, Gaussian", G_gauss, "1/(s cm)")
show("Two-reservoir resistance 1/G", RA / G, "1e-12 ohm cm2")
show("Added resistance per interface R_x", RA * R_x, "1e-12 ohm cm2")
show("Added resistance of two interfaces", 2 * RA * R_x, "1e-12 ohm cm2")
show("Liner thickness", THICK, "nm")
show("Liner resistivity (rough)", RHO, "micro-ohm cm")
show("Liner bulk resistance", RA * R_bulk, "1e-12 ohm cm2")
show("Two interfaces over liner bulk", 100 * 2 * R_x / R_bulk, "%")
show("Liner mean free path in this model", mfp, "nm", ".2g")
show("Via side", SIDE, "nm")
show("Two interfaces in the via", 2 * R_x / SIDE**2, "ohm", ".3g")
show("Liner bulk in the via", R_bulk / SIDE**2, "ohm", ".3g")
show("Graded-step width parameter", STEP_W, "nm")
show("Change of G, graded step", 100 * (G_graded / G - 1), "%", ".3g")
show("Liner mass in the mass test", MASS, "electron masses")
show("Change of G, heavier liner at same k2", 100 * (G_mass / G - 1), "%", ".3g")
show("Temperature of use", TEMP, "K")
show("Change of G, temperature", 100 * (G_hot / G - 1), "%", ".2g")
show("Closed-mode tunnelling through liner, share of G", 100 * G_tunnel / G, "%", ".2g")
show("Change of G, hard-wall via", 100 * (G_via / (G * SIDE**2) - 1), "%", ".3g")
show("Change of G, fully diffuse interface", 100 * (G_diff / G - 1), "%", ".3g")
show("Added resistance R_x, fully diffuse", RA * R_x_diff, "1e-12 ohm cm2")
show("Current density of use", J_USE, "MA/cm2")
show("Two-reservoir voltage drop j/G", J_USE * 1e-8 / G * 1e3, "mV", ".2g")
print("verified")
```

Output:

```
Copper band depth: 7 eV
Liner band depth: 4 eV
Potential step: 3 eV
Copper Fermi wavevector k1: 13.55 1/nm
Liner Fermi wavevector k2: 10.25 1/nm
Ratio x = k2/k1: 0.7559
Carriers per copper atom (rough a = 0.36 nm): 0.98
Carriers per Ta atom (rough a = 0.33 nm): 0.65
Critical angle in copper: 49.11 degrees
Shortest evanescent decay length: 0.1127 nm
Copper modes totally reflected: 42.86 %
Copper modes lost by partial reflection: 5.663 %
Copper modes transmitted, G/G_S1: 51.48 %
Mean transmission of matched modes: 0.9009
Normal-incidence reflection: 0.01932
Weak-step slope of mean reflection: 0.3336
Sharvin conductance copper G_S1: 1.133e+11 S/cm2
Sharvin conductance liner G_S2: 6.473e+10 S/cm2
Interface conductance G, closed form: 5.8317e+10 S/cm2
Interface conductance G, mesh and flux: 5.8317e+10 S/cm2
Interface conductance G, mode sum: 5.8317e+10 S/cm2
Interface conductance G, Gaussian: 5.241e+22 1/(s cm)
Two-reservoir resistance 1/G: 17.15 1e-12 ohm cm2
Added resistance per interface R_x: 5.01 1e-12 ohm cm2
Added resistance of two interfaces: 10.02 1e-12 ohm cm2
Liner thickness: 2 nm
Liner resistivity (rough): 200 micro-ohm cm
Liner bulk resistance: 40 1e-12 ohm cm2
Two interfaces over liner bulk: 25.05 %
Liner mean free path in this model: 0.58 nm
Via side: 20 nm
Two interfaces in the via: 2.5 ohm
Liner bulk in the via: 10 ohm
Graded-step width parameter: 0.05 nm
Change of G, graded step: 6.85 %
Liner mass in the mass test: 1.5 electron masses
Change of G, heavier liner at same k2: -13.1 %
Temperature of use: 378 K
Change of G, temperature: 0.00035 %
Closed-mode tunnelling through liner, share of G: 0.012 %
Change of G, hard-wall via: -2.01 %
Change of G, fully diffuse interface: -29.4 %
Added resistance R_x, fully diffuse: 12.14 1e-12 ohm cm2
Current density of use: 5 MA/cm2
Two-reservoir voltage drop j/G: 0.086 mV
verified
```
